# Floating-gate discharge by Fowler-Nordheim current: the logarithmic law derived twice: test program

```python
# RESULT UNDER TEST: a floating gate discharged by J = A F^2 exp(-B/F) obeys
#     exp(B/F) = exp(B/F0) + t/tau,   tau = eps/(gamma A B) = 3 pi kappa/(gamma q)
# F: oxide field, F0: its start value, t: time, kappa: permittivity ratio,
# gamma: tunnel capacitance / total capacitance, q = sqrt(2 m phi),
# phi: barrier above the emitter Fermi level, m: oxide mass / electron mass,
# A = 1/(16 pi^2 phi), B = (4/3) sqrt(2 m) phi^(3/2), eps = kappa/(4 pi).
# Atomic units are used except in the capacitor-network simulation (SI).
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import airy, expit

pc = sc.physical_constants
EV = 1 / pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]
NM = 1e-9 / BOHR
T_AU = pc['atomic unit of time'][0]
MVCM = 1e8 / pc['atomic unit of electric field'][0]
J_ACM2 = sc.e / (T_AU * BOHR**2) * 1e-4      # atomic unit of J in A/cm2

# ---- inputs (rough typical values for silicon / silica) ----
phi_eV, m, kappa, d_nm, gamma = 3.1, 0.42, 3.9, 8.0, 0.4
F0_MV, V_control, side_nm, T = 10.0, -10.0, 100.0, 300.0
kappa_image, trapped_cm2, doping_cm3 = 2.1, 1e12, 1e20
m_long, m_trans, breakdown_C_cm2 = 0.92, 0.19, 10.0

phi, d, F0 = phi_eV * EV, d_nm * NM, F0_MV * MVCM
kT = sc.k * T / sc.e * EV
eps = kappa / (4 * np.pi)
q = np.sqrt(2 * m * phi)
A = 1 / (16 * np.pi**2 * phi)
B = 4 / 3 * np.sqrt(2 * m) * phi**1.5
tau = 3 * np.pi * kappa / (gamma * q)
u0 = np.exp(B / F0)
t0 = tau * u0


def fn_current(F):
    return A * F**2 * np.exp(-B / F)


def field_law(t_seconds, start=F0):
    return B / np.log(np.exp(B / start) + t_seconds / T_AU / tau)


def energy_width(F):
    return F / (2 * q)


# ---- WKB action by direct quadrature over the oxide ----
NX = 20000
x = (np.arange(NX) + 0.5) * d / NX


def action(barrier):
    return 2 * np.sum(np.sqrt(2 * m * np.maximum(barrier, 0))) * d / NX


for F in (F0, 0.7 * F0, 0.5 * F0):
    for extra in (0.0, 0.1 * EV):
        H = phi + extra
        closed = 4 * np.sqrt(2 * m) * H**1.5 / (3 * F)
        assert abs(action(H - F * x) - closed) < 2e-3
F_edge = phi / d
F_keep = 2.5 * MVCM
trapezoid = B / F_keep * (1 - (1 - F_keep * d / phi)**1.5)
assert abs(action(phi - F_keep * x) - trapezoid) < 2e-3

# ---- exact Airy transmission against WKB with velocity prefactor ----
v_bar = np.sqrt(2 * phi / m)
for F in (F0, 0.7 * F0):
    for E_kin in (0.1 * EV, 2.0 * EV):
        v_in = np.sqrt(2 * E_kin / m_long)
        c = (2 * m * F)**(1 / 3)
        ai, aip, bi, bip = airy(c * phi / F)
        psi, slope = bi + 1j * ai, -c * (bip + 1j * aip)
        incident = (psi + slope / (1j * m * v_in)) / 2
        exact = c / (np.pi * m) / (v_in * abs(incident)**2)
        wkb = 4 * v_in * v_bar / (v_in**2 + v_bar**2) * np.exp(-B / F)
        assert abs(wkb / exact - 1) < 0.03   # next WKB order is 1-2 %

# ---- current as a double integral over emitter states ----
node, weight = np.polynomial.legendre.leggauss(120)


def state_integral(F):
    D = energy_width(F)
    w = 20 * D * (node + 1)
    k_max = np.sqrt(2 * m * 40 * D)
    k = k_max / 2 * (node + 1)
    H = phi + w[:, None] + k[None, :]**2 / (2 * m)
    S = 4 * np.sqrt(2 * m) * H**1.5 / (3 * F)
    inner = np.exp(-S) @ (2 * np.pi * k * weight * k_max / 2)
    return np.sum(inner * weight) * 20 * D / (4 * np.pi**3)


for F in (F0, 0.7 * F0, 0.45 * F0):
    r = energy_width(F) / phi
    assert abs(state_integral(F) / fn_current(F) - (1 - 1.5 * r)) < 6 * r**2
supply_ratio = state_integral(F0) / fn_current(F0)

# ---- capacitor network in SI: integrate the charge itself ----
phi_J, d_m, area = phi_eV * sc.e, d_nm * 1e-9, (side_nm * 1e-9)**2
A_SI = sc.e**3 / (8 * np.pi * sc.h * phi_J)
B_SI = 4 * np.sqrt(2 * m * sc.m_e) * phi_J**1.5 / (3 * sc.hbar * sc.e)
C_tunnel = kappa * sc.epsilon_0 * area / d_m
C_control = C_tunnel * (1 / gamma - 1)
C_total = C_tunnel + C_control


def oxide_field(charge_volts):               # charge_volts = Q / C_total
    return -(charge_volts + C_control * V_control / C_total) / d_m


def simulate(start_MV, times):
    start = -start_MV * 1e8 * d_m - C_control * V_control / C_total

    def rate(t, y):
        F = oxide_field(y)
        return A_SI * F**2 * np.exp(-B_SI / F) * area / C_total
    s = solve_ivp(rate, (0, times[-1]), [start], method='DOP853',
                  t_eval=times, rtol=1e-11, atol=1e-12)
    assert s.success
    return s.y[0]


times = np.array([0, 1e-4, 1e-3, 1e-2, 1e-1, 1 / 1.05, 1, 1.05, 1e8])
charge = simulate(F0_MV, times)
F_sim = oxide_field(charge) / 1e8            # MV/cm
F_law = field_law(times) / MVCM
u_sim = np.exp(B_SI / (F_sim * 1e8))
u_law = u0 + times / T_AU / tau
law_error = np.max(np.abs(u_sim / u_law - 1))
assert law_error < 1e-6

slope_sim = (F_sim[7] - F_sim[5]) / (2 * np.log10(1.05))
F1 = field_law(1.0)
slope_law = -np.log(10) * F1**2 / B / MVCM / (1 + t0 * T_AU)
assert abs(slope_sim / slope_law - 1) < 1e-3
other_start = oxide_field(simulate(11.0, np.array([0, 1.0])))[-1] / 1e8
assert abs(other_start - F_sim[6]) < 1e-3

lost = (charge[6] - charge[0]) * C_total
lost_uC = lost / area * 1e2                  # C/m2 to uC/cm2
lost_law = eps * (F0 - F1) / gamma * sc.e / BOHR**2 * 1e2
assert abs(lost_uC / lost_law - 1) < 1e-6
shift = lost / C_control
shift_law = (F0_MV - F1 / MVCM) * 1e8 * d_m * C_total / C_control
assert abs(shift / shift_law - 1) < 1e-6

# ---- only the F^2 prefactor makes exp(B/F) linear in time ----


def growth_rate(power, low, high):
    f = lambda F: eps / (gamma * fn_current(F) * (F / F0)**(power - 2))
    elapsed = quad(f, low, high, epsabs=0, epsrel=1e-10)[0]
    return (np.exp(B / low) - np.exp(B / high)) / elapsed


bent = {}
for power in (2, 3):
    late = growth_rate(power, 0.69 * F0, 0.70 * F0)
    early = growth_rate(power, 0.99 * F0, F0)
    bent[power] = late / early
    expected = (0.695 / 0.995)**(power - 2)
    assert abs(bent[power] / expected - 1) < (1e-7 if power == 2 else 0.01)

# ---- neglected effects: ln(true current / model current) ----
delta = trapped_cm2 * 1e4 * BOHR**2 / (2 * eps)   # sheet at mid-oxide


def trapped_barrier(F):
    kink = phi - (F - delta) * d / 2
    return np.where(x < d / 2, phi - (F - delta) * x,
                    kink - (F + delta) * (x - d / 2))


assert abs(action(trapped_barrier(F0)) - B / (F0 - delta)) < 2e-3


def ln_trap(F):
    return B / F - action(trapped_barrier(F))


def ln_image(F):                             # one perfect-metal electrode
    return B / F - action(phi - F * x - 1 / (4 * kappa_image * x))


def density(fermi):
    m_dos = (m_long * m_trans**2)**(1 / 3)
    g = quad(lambda s: 2 * s**2 * expit((fermi - s**2) / kT),
             0, np.sqrt(2 * EV), epsabs=1e-14)[0]
    return 6 * (2 * m_dos)**1.5 / (2 * np.pi**2) * g


n_au = doping_cm3 * 1e6 * BOHR**3
fermi = brentq(lambda e: density(e) - n_au, -0.2 * EV, 0.5 * EV)
gl_x, gl_w = np.polynomial.legendre.leggauss(300)


def emitter_factor(F, fermi, valleys, m_par, m_normal=None):
    D = energy_width(F)
    top = max(fermi, 0) + 1.5 * EV
    e = top / 2 * (gl_x + 1)
    w = top / 2 * gl_w
    en, ep = e[:, None], e[None, :]
    E = en + ep - fermi
    f = expit(-E / kT) * np.exp(E / D - m_par * ep / (m * D))
    if m_normal is not None:
        v = np.sqrt(2 * en / m_normal)
        f = f * 4 * v * v_bar / (v**2 + v_bar**2)
    return valleys * m_par / m / D**2 * (w @ f @ w)


def thermal_factor(F):
    r = np.pi * kT / energy_width(F)
    return r / np.sin(r)


# deep, wide Fermi sea must give back the thermal factor of a metal
assert abs(emitter_factor(F0, 1.5 * EV, 1, 1.0) / thermal_factor(F0) - 1) < 1e-3


def ln_silicon(F):                           # two valleys along the normal
    return np.log(emitter_factor(F, fermi, 2, m_trans, m_long))


F_grid = np.linspace(3.6, F0_MV, 50) * MVCM
y_grid = np.linspace(B / F0, B / F_grid[0], 8000)


def corrected_field(ln_factors, t_seconds):
    g = np.array([sum(f(F) for f in ln_factors) for F in F_grid])
    ln_g = CubicSpline(F_grid, g)(B / y_grid)
    t = tau * T_AU * cumulative_trapezoid(np.exp(y_grid - ln_g), y_grid)
    assert t[0] < min(t_seconds) and t[-1] > max(t_seconds)
    return B / np.interp(np.log(t_seconds), np.log(t), y_grid[1:]) / MVCM


pair = np.array([1.0, 1e8])
plain = corrected_field([lambda F: 0.0], pair)
assert np.max(np.abs(plain / (field_law(pair) / MVCM) - 1)) < 1e-3
F_image = corrected_field([ln_image], pair)
F_silicon = corrected_field([ln_silicon], pair)
F_trap = corrected_field([ln_trap], pair)
F_all = corrected_field([ln_image, ln_silicon, ln_trap], pair)
phi2 = phi + 0.1 * EV
B2 = 4 / 3 * np.sqrt(2 * m) * phi2**1.5
tau2 = 3 * np.pi * kappa / (gamma * np.sqrt(2 * m * phi2))
F_phi = B2 / np.log(np.exp(B2 / F0) + pair / T_AU / tau2) / MVCM

# ---- output ----
print(f"barrier {phi_eV} eV, oxide mass {m} m_e, kappa {kappa}")
print(f"oxide {d_nm} nm, gamma {gamma}, gate side {side_nm:.0f} nm")
print(f"start field {F0_MV} MV/cm, control gate {V_control} V")
print(f"start charge / total capacitance {charge[0]:.3f} V")
print(f"A = {A_SI:.4e} A/V^2")
print(f"B = {B / MVCM:.2f} MV/cm")
print(f"q = {q * NM:.3f} 1/nm")
print(f"energy width D at start {energy_width(F0) / EV:.4f} eV")
print(f"state integral / FN current at start {supply_ratio:.4f}")
print(f"tau = {tau * T_AU:.3e} s")
print(f"B/F0 = {B / F0:.3f}")
print(f"t0 = {t0 * T_AU:.3e} s")
print("t (s) | F law, F simulated (MV/cm) | J (A/cm2) | u/u0")
for i in (0, 1, 2, 3, 4, 6, 8):
    J = fn_current(F_law[i] * MVCM) * J_ACM2
    print(f"{times[i]:.0e} | {F_law[i]:.4f} {F_sim[i]:.4f} | "
          f"{J:.3e} | {u_law[i] / u0:.4e}")
print(f"largest relative error of exp(B/F) {law_error:.1e}")
print(f"slope at 1 s: law {slope_law:.4f} MV/cm per decade")
print(f"slope at 1 s: simulated {slope_sim:.4f} MV/cm per decade")
print(f"field at 1 s from start 11 MV/cm: {other_start:.5f} MV/cm")
print(f"field at 1 s from start 10 MV/cm: {F_sim[6]:.5f} MV/cm")
print(f"late/early growth rate of exp(B/F), F^2: {bent[2]:.4f}")
print(f"late/early growth rate of exp(B/F), F^3: {bent[3]:.4f}")
print(f"charge lost in 1 s {lost_uC:.3f} uC/cm2")
print(f"electrons lost in 1 s {lost / sc.e:.0f}")
print(f"threshold shift size in 1 s {shift:.3f} V")
print(f"triangular barrier ends at {F_edge / MVCM:.3f} MV/cm")
t_edge = (tau * np.exp(B / F_edge) - t0) * T_AU
print(f"law reaches that field at {t_edge:.2e} s")
F_ret = -charge[0] / d_m / 1e8
assert abs(F_ret - F_keep / MVCM) < 1e-6
print(f"field with start charge, zero bias {F_ret:.3f} MV/cm")
print(f"there: action triangle {B / F_keep:.2f}, trapezoid {trapezoid:.2f}")
print("NEGLECTED EFFECTS: field (MV/cm) at 1 s and 1e8 s")
print(f"model {F_law[6]:.3f} {F_law[8]:.3f}")
print(f"image force, kappa {kappa_image}: {F_image[0]:.3f} {F_image[1]:.3f}")
print(f"silicon emitter 300 K: {F_silicon[0]:.3f} {F_silicon[1]:.3f}")
print(f"trapped {trapped_cm2:.0e} /cm2: {F_trap[0]:.3f} {F_trap[1]:.3f}")
print(f"these three together: {F_all[0]:.3f} {F_all[1]:.3f}")
print(f"barrier higher by 0.1 eV: {F_phi[0]:.3f} {F_phi[1]:.3f}")
print("current factors at the model field of 1 s:")
print(f"image {np.exp(ln_image(F1)):.3f}, trapped {np.exp(ln_trap(F1)):.3f}")
print(f"silicon emitter {np.exp(ln_silicon(F1)):.3f}")
print(f"temperature alone, metal emitter {thermal_factor(F1):.3f}")
print(f"emitter doping {doping_cm3:.0e} /cm3, E_F-E_c {fermi / EV:.4f} eV")
print(f"emitter masses {m_long} and {m_trans} m_e")
print(f"rough charge to breakdown {breakdown_C_cm2:.0f} C/cm2")
print(f"1 s erasures to reach it {breakdown_C_cm2 / lost_uC * 1e6:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
barrier 3.1 eV, oxide mass 0.42 m_e, kappa 3.9
oxide 8.0 nm, gamma 0.4, gate side 100 nm
start field 10.0 MV/cm, control gate -10.0 V
start charge / total capacitance -2.000 V
A = 4.9724e-07 A/V^2
B = 241.63 MV/cm
q = 5.846 1/nm
energy width D at start 0.0855 eV
state integral / FN current at start 0.9618
tau = 7.185e-15 s
B/F0 = 24.163
t0 = 2.239e-04 s
t (s) | F law, F simulated (MV/cm) | J (A/cm2) | u/u0
0e+00 | 10.0000 10.0000 | 1.595e-03 | 1.0000e+00
1e-04 | 9.8495 9.8495 | 1.070e-03 | 1.4465e+00
1e-03 | 9.3433 9.3433 | 2.548e-04 | 5.4653e+00
1e-02 | 8.6345 8.6345 | 2.605e-05 | 4.5653e+01
1e-01 | 7.9833 7.9833 | 2.272e-06 | 4.4753e+02
1e+00 | 7.4194 7.4194 | 1.966e-07 | 4.4663e+03
1e+08 | 4.7389 4.7389 | 8.024e-16 | 4.4653e+11
largest relative error of exp(B/F) 1.3e-11
slope at 1 s: law -0.5245 MV/cm per decade
slope at 1 s: simulated -0.5245 MV/cm per decade
field at 1 s from start 11 MV/cm: 7.41942 MV/cm
field at 1 s from start 10 MV/cm: 7.41937 MV/cm
late/early growth rate of exp(B/F), F^2: 1.0000
late/early growth rate of exp(B/F), F^3: 0.6982
charge lost in 1 s 2.228 uC/cm2
electrons lost in 1 s 1390
threshold shift size in 1 s 3.441 V
triangular barrier ends at 3.875 MV/cm
law reaches that field at 8.65e+12 s
field with start charge, zero bias 2.500 MV/cm
there: action triangle 96.65, trapezoid 76.22
NEGLECTED EFFECTS: field (MV/cm) at 1 s and 1e8 s
model 7.419 4.739
image force, kappa 2.1: 6.863 4.494
silicon emitter 300 K: 7.790 4.739
trapped 1e+12 /cm2: 7.636 4.861
these three together: 7.366 4.592
barrier higher by 0.1 eV: 7.777 4.969
current factors at the model field of 1 s:
image 13.798, trapped 0.364
silicon emitter 0.262
temperature alone, metal emitter 1.336
emitter doping 1e+20 /cm3, E_F-E_c 0.0652 eV
emitter masses 0.92 and 0.19 m_e
rough charge to breakdown 10 C/cm2
1 s erasures to reach it 4.5e+06
ALL CHECKS PASSED
```
